With spin-orbit coupling, a collinear spin-density functional, which sees the magnetization \(\mathbf m\) through its component \(m_z\) alone, can give one molecule different energies when it is turned in empty space. In the one-electron model below, with a spin-orbit constant of 0.050 hartree, the self-consistent energy changes by 0.0101 hartree (0.274 eV) between two orientations. A functional of the length \(|\mathbf m|\) gives the same energy for every orientation. The collinear form remains safe for the energy in two cases, stated and proved at the end.

## The model and the two functionals

Consider one electron in the p shell of an atom in a linear molecule with axis \(\mathbf a\), a unit vector. There is no external magnetic field. In atomic units the one-electron Hamiltonian is

\[
h=\Delta P_\sigma+\zeta\,\mathbf L\cdot\mathbf S,\qquad \Delta=0.10,\quad \zeta=0.05\ \text{hartree}.
\]

Here \(P_\sigma\) projects on the p orbital along \(\mathbf a\), so \(\Delta\) places the σ orbital above the π orbitals. All orbitals share one radial function \(R(r)\propto re^{-r}\), with \(r\) in bohr.

For a two-component spinor \(\psi=(\psi_\uparrow,\psi_\downarrow)\), define \(n=\psi^\dagger\psi\) and \(\mathbf m=\psi^\dagger\boldsymbol\sigma\psi\). In components,

\[
m_x+im_y=2\psi_\uparrow^*\psi_\downarrow,\qquad m_z=|\psi_\uparrow|^2-|\psi_\downarrow|^2 .
\]

It follows that

\[
|\mathbf m|^2=4|\psi_\uparrow|^2|\psi_\downarrow|^2+\left(|\psi_\uparrow|^2-|\psi_\downarrow|^2\right)^2=\left(|\psi_\uparrow|^2+|\psi_\downarrow|^2\right)^2=n^2 .
\]

One two-component electron is fully polarized at every point, although the direction of polarization may vary.

The total energy is \(E=\langle h\rangle+E_H+E_x\), where \(E_H\) is the Hartree energy. Exchange is treated in the local spin-density approximation,

\[
E_x=\int f(n,s)\,d^3r,\qquad
f(n,s)=-\frac A2\left[(n+s)^{4/3}+(n-s)^{4/3}\right],
\]

with \(A=\tfrac34(3/\pi)^{1/3}\). The collinear functional \(E_x^{c}\) takes \(s=|m_z|\), where \(z\) is fixed in the laboratory. The noncollinear functional \(E_x^{nc}\) takes \(s=|\mathbf m|\).

## A state with one magnetization direction

Take the π orbital with angular momentum \(+1\) along \(\mathbf a\), and spin up along \(\mathbf a\). Its total angular momentum along the axis is \(\Omega=3/2\). No other p-shell state has this value, so it is an eigenstate of \(h\), with energy \(\zeta/2\). Its magnetization is \(\mathbf m=n\mathbf a\).

Now turn the molecule and its spinor together until \(\mathbf a\) makes an angle \(\beta\) with \(z\). The expectation value \(\langle h\rangle\) does not change, because \(\mathbf L\cdot\mathbf S\) is a scalar and \(P_\sigma\) turns with the molecule. The Hartree energy does not change either, because the density has merely been turned. But \(m_z=n\cos\beta\). For \(0\le\beta\le90^\circ\), inserting \(s=n\cos\beta\) and \(s=n\) into \(f\) gives

\[
\frac{E_x^{c}}{E_x^{nc}}
=\frac{(1+\cos\beta)^{4/3}+(1-\cos\beta)^{4/3}}{2^{4/3}} .
\]

The common factor \(\int n^{4/3}d^3r\) has cancelled. Since \(1+\cos\beta=2\cos^2(\beta/2)\) and \(1-\cos\beta=2\sin^2(\beta/2)\), the powers of two cancel as well:

\[
\frac{E_x^{c}}{E_x^{nc}}=\cos^{8/3}\frac\beta2+\sin^{8/3}\frac\beta2 .
\]

At \(\beta=0\) the ratio is 1. At \(90^\circ\) it is \(2\cdot2^{-4/3}=2^{-1/3}=0.794\). The noncollinear exchange energy is \(-0.1634\) hartree at both angles, while the collinear one rises from \(-0.1634\) to \(-0.1297\) hartree. The energy of this rigidly turned state has changed by 0.0337 hartree, with no physical cause.

One might try to repair this by turning the spin back to \(z\) and leaving the orbital in place. Without spin-orbit coupling that would be free. Here the state is a product with \(\langle\mathbf L\rangle=\mathbf a\), so a spin at angle \(\beta\) to \(\mathbf a\) has

\[
\langle\zeta\mathbf L\cdot\mathbf S\rangle=\zeta\,\mathbf a\cdot\langle\mathbf S\rangle=\frac\zeta2\cos\beta .
\]

The repair changes the spin-orbit energy, because it produces a different physical state.

## A state with no common direction

The lowest level of \(h\) has \(\Omega=\pm1/2\). For \(\Omega=+1/2\), measure angular momentum along \(\mathbf a\) and use the basis \(|\pi_{+1}\downarrow\rangle\), \(|\sigma\uparrow\rangle\). Write

\[
\mathbf L\cdot\mathbf S=L_aS_a+\tfrac12(L_+S_-+L_-S_+).
\]

The first term gives \(-1/2\) for \(|\pi_{+1}\downarrow\rangle\) and zero for \(|\sigma\uparrow\rangle\). The ladder operators connect the two states with element \(\tfrac12\sqrt2=1/\sqrt2\). Hence

\[
h=\begin{pmatrix}-\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&\Delta\end{pmatrix},
\qquad
\varepsilon=\frac12\left[\Delta-\frac\zeta2-\sqrt{\left(\Delta+\frac\zeta2\right)^2+2\zeta^2}\right],
\]

where \(\varepsilon\) is the lower eigenvalue. Numerically,

\[
\varepsilon=\tfrac12\left[0.075-\sqrt{0.125^2+0.005}\right]=-0.0343\ \text{hartree}.
\]

The first row of the eigenvalue equation gives the amplitude ratio \(c_\sigma/c_\pi=\sqrt2(\varepsilon+\zeta/2)/\zeta=-0.263\). After normalization the weights are \(w_\sigma=0.065\) and \(w_\pi=0.935\).

Let \(\theta\) be the polar angle from \(\mathbf a\). The squared angular functions are \((3/4\pi)\cos^2\theta\) for σ and \((3/8\pi)\sin^2\theta\) for π. The σ part has spin up and the π part spin down, so

\[
\frac{\mathbf m\cdot\mathbf a}{n}=
\frac{2w_\sigma\cos^2\theta-w_\pi\sin^2\theta}{2w_\sigma\cos^2\theta+w_\pi\sin^2\theta}.
\]

This is \(+1\) on the axis and \(-1\) on the equator. It vanishes where \(\tan^2\theta=2w_\sigma/w_\pi\), that is, at \(\theta=20.4^\circ\). There the magnetization is perpendicular to the axis, since \(|\mathbf m|=n\) still holds. No single direction describes this state.

Consequently, even the orientation \(\mathbf a\parallel z\) gives a wrong exchange energy: \(-0.1542\) hartree from \(m_z\), against \(-0.1604\) from \(|\mathbf m|\). At \(\beta=90^\circ\) the collinear value is \(-0.1297\) hartree, and the noncollinear value is unchanged.

## Letting the spinor relax

A self-consistent calculation may choose a better spinor at each orientation. The table gives the lowest total energies found when all six complex p-shell coefficients are varied from several random starts.

| \(\beta\) (degrees) | Collinear (hartree) | Noncollinear (hartree) |
|---:|---:|---:|
| 0 | −0.0077 | −0.0110 |
| 30 | −0.0053 | −0.0110 |
| 60 | 0.0004 | −0.0110 |
| 90 | 0.0024 | −0.0110 |

Relaxation reduces the orientation dependence but does not remove it. The collinear energy lies above the noncollinear one at each of these angles, by 0.0033 hartree at \(0^\circ\) and by 0.0134 hartree at \(90^\circ\).

The energy parts show how the collinear solution changes. From \(0^\circ\) to \(90^\circ\), its spin-orbit energy rises from \(-0.0339\) to \(-0.0229\) hartree, a loss of 0.0110. Its exchange energy falls from \(-0.1604\) to \(-0.1705\) hartree, a gain of 0.0101. The remaining terms, Hartree energy and σ–π splitting, must therefore rise by

\[
0.0101-0.0110+0.0101=0.0092\ \text{hartree},
\]

where the first number is the rise in total energy.

At \(90^\circ\) the collinear exchange energy is lower than the \(-0.1611\) hartree of the noncollinear solution. This may look odd, since for a given state \(m_z\) can never yield more exchange than \(|\mathbf m|\), as shown below. But the two solutions are different states. Evaluated on the collinear solution, the noncollinear functional would give \(-0.1705\) hartree or less. For one electron that functional depends on \(n\) alone, because \(|\mathbf m|=n\). The two solutions must therefore have different densities: the wrong functional has altered the charge distribution as well as the spin.

## The general statement

Let the occupied orbitals be four-component spinors \(\psi_i\), and define

\[
n=\sum_i\psi_i^\dagger\psi_i,\qquad
\mathbf m=\sum_i\psi_i^\dagger\boldsymbol\Sigma\psi_i,\qquad
\boldsymbol\Sigma=\begin{pmatrix}\boldsymbol\sigma&0\\0&\boldsymbol\sigma\end{pmatrix}.
\]

For any unit vector \(\mathbf u\), the matrix \(\mathbf u\cdot\boldsymbol\Sigma\) has eigenvalues \(\pm1\), so \(|\mathbf u\cdot\mathbf m|\le n\). Therefore \(|\mathbf m|\le n\), and \(f(n,|\mathbf m|)\) is well defined.

**Statement.** Without an external magnetic field, turn the nuclei and the spinors together by a rotation \(R\). Then \(\int f(n,|\mathbf m|)\,d^3r\) is unchanged for any local function \(f\), whereas

\[
\int f(n,|m_z|)\,d^3r\quad\text{becomes}\quad\int f(n,|\mathbf m\cdot R^{-1}\mathbf e_z|)\,d^3r .
\]

## Proof

**Rotation of the magnetization.** For a rotation by \(\vartheta\) about the unit vector \(\mathbf u\), the turned spinors are

\[
\psi_i'(\mathbf r)=U\psi_i(R^{-1}\mathbf r),\qquad U=e^{-i\vartheta\mathbf u\cdot\boldsymbol\Sigma/2}.
\]

Let \(\mathbf V(\vartheta)=U^\dagger\boldsymbol\Sigma U\). Using \([\Sigma_j,\Sigma_i]=2i\epsilon_{jik}\Sigma_k\), with repeated indices summed,

\[
\frac{dV_i}{d\vartheta}=\frac i2U^\dagger[\mathbf u\cdot\boldsymbol\Sigma,\Sigma_i]U
=-\epsilon_{jik}u_jV_k=\epsilon_{ijk}u_jV_k=(\mathbf u\times\mathbf V)_i .
\]

This is the equation of a vector turning about \(\mathbf u\), with \(\mathbf V(0)=\boldsymbol\Sigma\). Its solution is \(U^\dagger\boldsymbol\Sigma U=R\boldsymbol\Sigma\). Since also \(U^\dagger U=1\),

\[
n'(\mathbf r)=n(R^{-1}\mathbf r),\qquad \mathbf m'(\mathbf r)=R\,\mathbf m(R^{-1}\mathbf r).
\]

**The functionals.** A rotation preserves length, so \(|\mathbf m'(\mathbf r)|=|\mathbf m(R^{-1}\mathbf r)|\). Substituting \(\mathbf r=R\mathbf x\), whose Jacobian is 1, returns the original noncollinear integral. For the collinear one,

\[
m_z'(R\mathbf x)=\mathbf e_z\cdot R\,\mathbf m(\mathbf x)=(R^{-1}\mathbf e_z)\cdot\mathbf m(\mathbf x),
\]

which gives the stated result. Seen from the molecule, the collinear functional contains a preferred axis \(R^{-1}\mathbf e_z\) that nothing physical supplies.

**The rest of the energy.** The Dirac matrices \(\boldsymbol\alpha\) obey the same commutation rule with \(\boldsymbol\Sigma\), namely \([\Sigma_j,\alpha_i]=2i\epsilon_{jik}\alpha_k\). Hence \(U^\dagger\boldsymbol\alpha U=R\boldsymbol\alpha\), and \(U\boldsymbol\alpha U^\dagger=R^{-1}\boldsymbol\alpha\). A spin rotation alone gives

\[
U(\boldsymbol\alpha\cdot\mathbf p)U^\dagger=(R^{-1}\boldsymbol\alpha)\cdot\mathbf p=\boldsymbol\alpha\cdot(R\mathbf p),
\]

which is a different operator. The accompanying rotation of space replaces \(\mathbf p\) by \(R^{-1}\mathbf p\). Together they give \((R^{-1}\boldsymbol\alpha)\cdot(R^{-1}\mathbf p)=\boldsymbol\alpha\cdot\mathbf p\). The mass term is unchanged because \(\beta_D\), the Dirac mass matrix, commutes with \(\boldsymbol\Sigma\). The nuclear potential turns with the nuclei, and the Hartree energy depends on distances within \(n\). Thus the whole noncollinear energy is invariant, and its stationary states for one orientation map onto those for any other with equal energy. This completes the proof.

## Why the collinear energy is too high

For local exchange and \(0<s\le n\),

\[
\frac{\partial f}{\partial s}=-\frac{2A}{3}\left[(n+s)^{1/3}-(n-s)^{1/3}\right]<0 .
\]

Since \(|m_z|\le|\mathbf m|\), every state satisfies \(E^{c}\ge E^{nc}\). Where the energy is minimized over a common set of states, as in the p-shell model, let \(\psi_c\) be the collinear minimizer. Then

\[
E^{c}_{\min}=E^{c}[\psi_c]\ge E^{nc}[\psi_c]\ge E^{nc}_{\min}.
\]

## Where the collinear form is safe

**No spin-orbit coupling and one spin axis.** Suppose the noncollinear minimizer has \(\mathbf m(\mathbf r)=s(\mathbf r)\mathbf e\) with constant \(\mathbf e\). A spin rotation taking \(\mathbf e\) to \(z\) costs nothing, and afterwards \(|m_z|=|\mathbf m|\). Hence \(E^{c}_{\min}\le E^{nc}_{\min}\), and the inequality above makes them equal. In the model with \(\zeta=0\), both functionals give 0.0122 hartree at \(0^\circ\) and \(90^\circ\), within the accuracy of the angular integration.

**Filled time-reversed pairs.** The partner of \((\psi_\uparrow,\psi_\downarrow)\) is \((\psi_\downarrow^*,-\psi_\uparrow^*)\). It has the same \(n\), while \(2\psi_\uparrow^*\psi_\downarrow\) and \(|\psi_\uparrow|^2-|\psi_\downarrow|^2\) both change sign. A filled pair therefore has \(\mathbf m=0\), and both functionals reduce to \(\int f(n,0)\,d^3r\). This protects the energy of a closed shell that keeps time-reversal symmetry. It does not cover its response to a spin-dependent perturbation, which creates magnetization.

Rotation invariance is a necessary property, not a measure of accuracy. For one electron, exact exchange cancels the Hartree energy, so the exact ground energy within this p shell is \(\varepsilon=-0.0343\) hartree. The noncollinear result, \(-0.0110\) hartree, is too high by 0.0233 hartree, and this self-interaction error is the same in every orientation. Using \(|\mathbf m|\) removes the false dependence on the laboratory axis and leaves the other errors of the local approximation in place. The numerical check covers the transformation laws, the orientation scans and both safe cases.

## Numbers as computed

```
Radial exponent = 1.00 bohr^-1
Sigma-pi splitting = 0.100 hartree
Spin-orbit constant = 0.050 hartree
Slater integral F0 = 0.363281 hartree
Slater integral F2 = 0.175781 hartree
Exchange radial integral = 0.388529 bohr^-1
Angular grid = 1568 points
Omega=1/2 one-electron energy = -0.034307 hartree
Omega=1/2 sigma-up weight = 0.06481 (dimensionless)
Omega=1/2 pi-down weight = 0.93519 (dimensionless)
Polar angle where m_axis reverses = 20.42 deg
m_axis/n at 0, 45, 90 deg = 1.0000, -0.7566, -1.0000 (dimensionless)
Rigid rotation: exchange energies in hartree
angle/deg  half:col  half:noncol  3/2:col  3/2:noncol  3/2:ratio
  0  -0.15419  -0.16040  -0.16338  -0.16338  1.00000
 30  -0.14740  -0.16040  -0.15339  -0.16338  0.93890
 60  -0.13534  -0.16040  -0.13706  -0.16338  0.83891
 90  -0.12973  -0.16040  -0.12967  -0.16338  0.79370
Relaxed total energies in hartree
angle/deg  collinear  noncollinear  difference
  0  -0.00770  -0.01098  0.00328
 30  -0.00534  -0.01098  0.00564
 60  0.00041  -0.01098  0.01139
 90  0.00238  -0.01098  0.01336
Relaxed energy parts in hartree (SO = spin-orbit, X = exchange)
angle/deg  SO:col  X:col  SO:noncol  X:noncol
  0  -0.03391  -0.16036  -0.03893  -0.16107
 30  -0.03254  -0.15985  -0.03893  -0.16107
 60  -0.02621  -0.16623  -0.03893  -0.16107
 90  -0.02288  -0.17049  -0.03893  -0.16107
Collinear orientation spread = 0.01008 hartree
Collinear orientation spread = 0.274 eV
Noncollinear orientation spread = 1.6e-13 hartree
Three-electron exchange spread, collinear = 0.01283 hartree
Three-electron exchange spread, noncollinear = 1.8e-08 hartree
Zero spin-orbit control energy = 0.01220 hartree
Zero spin-orbit control spread = 4.5e-07 hartree
Filled Kramers pair exchange spread = 6.4e-15 hartree
Quadrature tolerance = 3.0e-05 hartree
```
